# Open-circuit Lorenz ratio of a nondegenerate ballistic conductor

**Question**

I have a ballistic conductor with one parabolic band in $d$ dimensions, and the band edge lies many $kT$ above the chemical potential. I am asked to show that its open-circuit Lorenz ratio is $(d+1)/2$ times $(k/e)^2$, below the Sommerfeld value for $d$ up to 3.

I put a temperature difference across the conductor, kept the voltage at zero and computed the heat current. After dividing by $GT$ I got a large number that depends on the chemical potential. Where does that dependence go? And would the result mean anything for a real device, say a gated InSb quantum well at 77 K?

**Answer**

Your calculation describes a different experiment. At zero voltage the temperature difference drives a particle current, and each particle carries an energy measured from the chemical potential. At open circuit a voltage builds up that stops this current, and in the nondegenerate limit the dependence on the chemical potential cancels.

**Assumptions and mode count**

I use atomic units in the algebra ($\hbar=m_e=1$, electron charge $-1$) but keep $k$. Here $K$ is the electronic heat conductance at zero current and $G$ the electrical conductance. The ratio $K/(GT)$ uses conductances because a ballistic conductor has no length-independent conductivity. Lattice heat and holes are left out, and the response is linear.

The energy is $E=E_c+(k_\perp^2+k_z^2)/2m$, with transport along $z$. Each transverse state is a mode, taken to transmit fully above its edge. With spin factor 2, the forward particle current of one mode is

$$2\int_0^\infty\frac{dk_z}{2\pi}\,v_z f=\frac1\pi\int f\,dE ,$$

because $v_z\,dk_z=dE$ at fixed $k_\perp$.

The modes open at energy $E$ have $k_\perp\le\kappa=\sqrt{2m(E-E_c)}$. In a wide conductor their number $M(E)$ is the volume of a $(d-1)$-dimensional ball times the density of transverse states:

- $d=1$: $M=1$
- $d=2$, width $W$: $M=(W/2\pi)(2\kappa)=W\kappa/\pi$
- $d=3$, area $A$: $M=(A/4\pi^2)(\pi\kappa^2)=A\kappa^2/4\pi$

In general $M\propto\kappa^{d-1}\propto(E-E_c)^{(d-1)/2}$.

**Currents and the open-circuit condition**

Let the hot reservoir exceed the cold one by $\Delta T$ in temperature and $\Delta\mu$ in chemical potential. Since $f$ depends on $(E-\mu)/kT$,

$$f_h-f_c=\left(-\frac{\partial f}{\partial E}\right)\left[\Delta\mu+(E-\mu)\frac{\Delta T}{T}\right].$$

Define $I_j=\int M\,(E-\mu)^j(-\partial f/\partial E)\,dE$. The particle and heat currents from hot to cold are

$$J=\frac1\pi\left[I_0\,\Delta\mu+I_1\frac{\Delta T}{T}\right],\qquad
J_Q=\frac1\pi\left[I_1\,\Delta\mu+I_2\frac{\Delta T}{T}\right].$$

For charge $-1$ the electric current is $-J$ and $\Delta\mu=-\Delta V$, where $\Delta V=V_h-V_c$. The two signs cancel at $\Delta T=0$, so $G=I_0/\pi$.

Open circuit means $J=0$, hence $\Delta\mu=-(I_1/I_0)\,\Delta T/T$. Inserting this in $J_Q$ and dividing by $\Delta T$ gives

$$K=\frac1{\pi T}\left(I_2-\frac{I_1^2}{I_0}\right),\qquad
\frac{K}{GT}=\frac1{T^2}\left[\frac{I_2}{I_0}-\left(\frac{I_1}{I_0}\right)^2\right].$$

Now set $x=(E-E_c)/kT$ and $\eta=(\mu-E_c)/kT$, so that $E-\mu=kT(x-\eta)$. With averages taken under the weight $M(-\partial f/\partial E)$,

$$\frac{K}{GT}=k^2\left[\langle(x-\eta)^2\rangle-\langle x-\eta\rangle^2\right]=k^2\left[\langle x^2\rangle-\langle x\rangle^2\right].$$

This is a variance, and a variance does not change when the origin of energy is shifted. That is where the explicit $\mu$ goes.

**The nondegenerate limit**

For $\eta\ll-1$, $-\partial f/\partial E\simeq e^{\eta-x}/kT$. The factor $e^\eta$ cancels in averages, which leaves the weight $x^{a-1}e^{-x}$ with $a=(d+1)/2$. Integration by parts gives $\Gamma(s+1)=s\,\Gamma(s)$, so

$$\langle x\rangle=\frac{\Gamma(a+1)}{\Gamma(a)}=a,\qquad
\langle x^2\rangle=\frac{\Gamma(a+2)}{\Gamma(a)}=a(a+1).$$

The variance is $a(a+1)-a^2=a$. Restoring the charge,

$$\boxed{\frac{K}{GT}=\frac{d+1}{2}\left(\frac ke\right)^2}$$

The number can be read direction by direction. In wavevector space the weight is $v_z\,e^{-x}\,d^dk$. Along $z$, $v_z\,dk_z$ is an energy element, so the longitudinal energy has weight $e^{-x_z}$ and variance 1. Each transverse energy $q$ has weight $q^{-1/2}e^{-q}$, a gamma weight with $a=1/2$, and variance $1/2$. The energies are independent, so the variances add to $1+(d-1)/2$.

As a test, the two-reservoir currents were integrated over wavevector at $\eta=-12$ and $\Delta T/T=10^{-4}$, and the zero-current voltage was found by root search. The ratios came out as 1.00000, 1.50000 and 2.00000 for $d=1,2,3$.

**What you computed**

At $\Delta\mu=0$ the heat current is $I_2\Delta T/(\pi T)$, and division by $GT\,\Delta T$ gives

$$k^2\langle(x-\eta)^2\rangle=k^2\left[a+(a-\eta)^2\right].$$

The second term is heat carried by the particle current. The same $a-\eta$ sets the thermovoltage: at open circuit $\Delta V=-\Delta\mu=k(a-\eta)\Delta T$. With the usual sign convention $S=-\Delta V/\Delta T$, the Seebeck coefficient is $S=-(k/e)(a-\eta)$.

**Comparison with the Sommerfeld value**

Far in the degenerate regime $M$ is nearly constant over the thermal window. With $y=(E-\mu)/kT$, the variance becomes

$$\int_{-\infty}^{\infty}\frac{y^2e^{-y}}{(1+e^{-y})^2}\,dy
=2\sum_{n\ge1}(-1)^{n+1}n\,\frac{2}{n^3}=4\cdot\frac{\pi^2}{12}=\frac{\pi^2}{3}\approx3.290 .$$

The integrand is even, and for $y>0$ it was expanded in powers of $e^{-y}$. The values 1, 3/2 and 2 lie below this. The condition $(d+1)/2<\pi^2/3$ gives $d<5.58$, so the inequality would hold up to $d=5$.

The first step away from the nondegenerate limit follows from $kT(-\partial f/\partial E)\simeq u-2u^2$, with $u=ze^{-x}$ and $z=e^\eta$. With $c=z\,2^{-a}$, the integrals of $x^{a-1+j}$ are $z\,\Gamma(a+j)\,(1-2^{1-j}c)$. To first order in $c$,

$$\langle x\rangle=a(1+c),\qquad \langle x^2\rangle=a(a+1)\left(1+\tfrac32c\right),$$

$$\langle x^2\rangle-\langle x\rangle^2=a+ca\left[\tfrac32(a+1)-2a\right]=a+z\,2^{-a}\,\frac{a(3-a)}2 .$$

For $d\le3$ the correction is positive, so the ratio starts to rise towards the Sommerfeld value.

**A gated InSb well at 77 K**

Here $d=2$, and the gate raises a barrier in the channel. "Nondegenerate" then refers to the barrier top: electrons that cross it have energies far above $\mu$, even though the contacts are degenerate. I take rough values: well 20 nm, width 1000 nm, gate length 500 nm, bulk edge mass $0.014\,m_e$, gap 0.23 eV, and $\eta=-5$ at the barrier top. The contacts are filled to 0.05 eV above their subband edge, so the barrier height is $U_0=0.05\ \text{eV}+5kT=0.083$ eV. Its shape is taken as $U_0[1-(2z/L)^2]$, with $L$ the gate length.

Confinement makes the electron heavier. With the two-band dispersion $E(1+\alpha E)=k^2/2m_0$, $\alpha=1/(0.23\ \text{eV})$ and hard walls (here $k$ is the wavenumber and $m_0$ the bulk edge mass), the first subband edge is $E_1=0.0543$ eV. A small in-plane energy $\delta E$ obeys $(1+2\alpha E_1)\,\delta E=k_\parallel^2/2m_0$, so the mass is $0.014\times1.472=0.0206\,m_e$. Hard walls overstate the confinement: finite walls of 0.1 to 0.3 eV would give an edge near 0.03 eV and a mass near $0.017\,m_e$. At fixed $\eta$ this lowers $G$ and $K$ below by roughly 7 to 10%, depending on the wall height, and leaves the ratio 3/2 unchanged.

At $kT=0.00664$ eV, the wavenumber at $x=1$ is 0.0599 nm$^{-1}$, and the mode number there is $1000\times0.0599/\pi=19.1$. Therefore

$$G=\frac{2e^2}{h}\,(19.1)\,\Gamma(\tfrac32)\,e^{-5}
=77.5\ \mu\text{S}\times19.1\times0.886\times0.00674\approx8.8\ \mu\text{S}.$$

The Lorenz ratio is $1.5\times7.43\times10^{-9}=1.11\times10^{-8}$ V$^2$/K$^2$, which gives

$$K=1.114\times10^{-8}\times77\times8.82\times10^{-6}\ \text{W/K}\approx7.6\ \text{pW/K}.$$

In this ballistic estimate, a 1 K difference drives 7.6 pW of electronic heat, with an open-circuit voltage of $86.2\times6.5\approx560\ \mu$V. The zero-voltage ratio would be $1.5+6.5^2=43.75$, which is the kind of large number you found.

**How far the model can be trusted here**

Each shift below is in units of $(k/e)^2$, relative to 1.5, with the other corrections switched off.

- **Scattering, $+0.084$.** A mobility of $10^5$ cm$^2$/Vs corresponds to a backscattering length of 699 nm. I compare it with the length over which the barrier stays within $kT$ of its top, $L\sqrt{kT/U_0}=141$ nm. If both lengths are independent of energy, the transmission is $699/(699+141)=0.83$, which lowers $G$ and $K$ equally and leaves the ratio unchanged. Fixing the second length is a simplification. Under elastic scattering, electrons with more energy can return over the top from farther down the slope, which for isotropic scattering would lower the ratio by roughly 0.07 to 0.08, and the average transmission to about 0.78, even at a constant backscattering length. The quoted shift keeps the 141 nm fixed and assumes a backscattering length proportional to energy, at the same mobility. In the diffusive limit that law adds one power of $x$ to the weight, and the ratio would reach $a+1=2.5$. The sign depends on the scattering law: a length that falls with energy as $x^{-1/2}$ would give about $-0.13$ at the same mobility.
- **Nonparabolicity, $+0.028$.** The mode number gains a factor of about $1+\beta x/2$, with $\beta=\alpha kT/(1+2\alpha E_1)\approx0.020$. Treating it as $e^{\beta x/2}$ changes the variance to $a/(1-\beta/2)^2\approx a(1+\beta)$, a rise of about 0.03.
- **Tunnelling and reflection at the barrier top, $+0.019$.** For a parabolic top of frequency $\omega$, the sharp step in transmission becomes $1/(1+e^{-x_z/w})$, with $w=\omega/(2\pi kT)$. Then $\int e^{-sx_z}/(1+e^{-x_z/w})\,dx_z=\pi w/\sin(\pi ws)$. The second derivative of its logarithm at $s=1$ gives a longitudinal variance $(\pi w)^2/\sin^2(\pi w)$ in place of 1. Matching $U_0(2z/L)^2=m\omega^2z^2/2$ gives $\omega=\sqrt{8U_0/m}/L=0.0031$ eV.
- **Finite width with hard side walls, $+0.007$, and degeneracy, $+0.003$.** The holes contribute less than $10^{-4}$. So does the second subband with hard well walls, but finite walls bring the subbands closer together, and for walls of 0.1 to 0.3 eV its shift is roughly 0.02 to 0.002. The finite 1 K step adds less than $10^{-4}$ when the two temperatures and the two chemical potentials lie symmetrically about the state at which $G$ is taken. If only one of the two pairs is placed entirely to one side of that state, the ratio shifts by about 0.06, because $G$ then belongs to a slightly different state. If both pairs are, the two shifts either nearly cancel or add up to about 0.13.

With hard well walls, a symmetric 1 K step and a backscattering length proportional to energy, the sizes add up to 0.14, about 9% of 1.5, so the electronic ratio stays well below 3.29 within these estimates. The mobility is uncertain: it is a rough figure for a well-filled channel, and I would expect a lower one in a depleted channel, which makes an energy-dependent scattering correction larger in size. The sum also leaves out optical-phonon scattering. The LO phonon of InSb, about 24 meV, is only $3.7\,kT$ at 77 K, and about half of the variance comes from electrons above that threshold. A crude estimate of their emission lowers the ratio by 0.04 to 0.08. Spin splitting, contact resistance and the self-consistent barrier shape are not estimated.

Of the assumptions examined here, the neglect of lattice heat fails most strongly. With a rough lattice conductivity of 10 W/(m K), the well layer alone conducts

$$10\times\frac{(20\times10^{-9})(1000\times10^{-9})}{500\times10^{-9}}=4\times10^{-7}\ \text{W/K},$$

about $5\times10^4$ times the electronic $K$. Dividing the total heat conductance by $GT$ would therefore give a number near $8\times10^4\,(k/e)^2$. The value $3/2$ describes the electronic part, and testing it would require separating that part from the lattice background. The remaining digits are in the numerical output.

## Computed values

```
Lorenz ratio from currents, d=1: 1.00000 (k/e)^2
Lorenz ratio from currents, d=2: 1.50000 (k/e)^2
Lorenz ratio from currents, d=3: 2.00000 (k/e)^2
Sommerfeld value: 3.2899 (k/e)^2
Dimension where the two are equal: 5.580
(k/e)^2: 7.4258e-09 V^2/K^2
InSb well, rough input values:
Temperature: 77 K
Well thickness: 20 nm
Channel width: 1000 nm
Gate length: 500 nm
Bulk edge mass: 0.014 m_e
Hole mass: 0.4 m_e
Bulk gap: 0.23 eV
Mobility: 100000 cm2/Vs
Contact Fermi energy: 0.050 eV
Lattice conductivity: 10 W/(m K)
eta: -5.0
Derived values:
kT: 0.006635 eV
First subband edge: 0.0543 eV
Second subband edge: 0.1589 eV
In-plane mass: 0.02061 m_e
Thermal wavenumber: 0.05992 1/nm
Modes at x=1: 19.072
Conductance quantum 2e^2/h: 77.481 uS
Conductance G: 8.8238 uS
G with hard side walls: 8.5227 uS
Seebeck coefficient: -560.13 uV/K
Lorenz ratio, d=2: 1.1139e-08 V^2/K^2
Electronic heat conductance: 7.5681 pW/K
Zero-voltage heat ratio: 43.750 (k/e)^2
Temperature difference: 1.0 K
Open-circuit voltage size: 560.13 uV
Electronic heat flow: 7.5681 pW
Neglected effects, shifts in (k/e)^2:
Degeneracy: +0.00267
Nonparabolic band: +0.02777
Finite channel width: +0.00739
Barrier tunnelling and reflection: +0.01883
Energy-dependent scattering: +0.08396
Second subband: +4.54e-05
Holes: +5.02e-11
Finite temperature difference: +4.73e-05
Sum of shift sizes: 0.1407
Barrier height above contact edge: 0.0832 eV
Barrier energy quantum: 0.00314 eV
Mean free path for backscattering: 699 nm
Length of top kT of barrier: 141 nm
Transmission with constant path: 0.832
Lattice heat conductance: 4.000e+05 pW/K
Lattice/electronic heat: 5.29e+04
```
